# Configurational Forces in Finite-Element Kohn-Sham Theory from Two Derivations

## Definitions and conventions

Hartree atomic units are used. A neutral periodic cell $\Omega$ holds electrons in real, orthonormal orbitals $\psi_i$ at the Γ point, with fixed occupations $f_i$ and number density $\rho=\sum_i f_i\psi_i^2$. The exchange-correlation energy density $e_{xc}(\rho)$ is local, with $v_{xc}=de_{xc}/d\rho$. Gradient-dependent functionals and nonlocal pseudopotentials are outside the formula below.

Ion $a$, of charge $Z_a$ at $\mathbf R_a$, is a rigid normalized Gaussian $g_\sigma$ of width $\sigma$. In the sign convention where electrons count positive,

$$b=\sum_a b_a,\qquad b_a(\mathbf x)=-Z_a\,g_\sigma(\mathbf x-\mathbf R_a),$$

with periodic images implied. The potential energy $\phi$ of an electron obeys $-\nabla^2\phi=4\pi(\rho+b)$. Neutrality makes this solvable, and $\phi$ is defined up to a constant.

The energy is the stationary value of

$$
\begin{aligned}
L={}&\sum_i \tfrac{f_i}{2}\int|\nabla\psi_i|^2+\int e_{xc}(\rho)+\int(\rho+b)\phi-\frac1{8\pi}\int|\nabla\phi|^2\\
&-\sum_i f_i\varepsilon_i\Big(\int\psi_i^2-1\Big)-E_{\rm self}.
\end{aligned}
$$

Varying $\phi$ gives the Poisson equation. Multiplying that equation by $\phi$ and integrating gives $\int|\nabla\phi|^2=4\pi\int(\rho+b)\phi$, so the electrostatic terms equal $W=\frac12\int(\rho+b)\phi$. The constant $E_{\rm self}=\sum_aZ_a^2/(2\sqrt\pi\,\sigma)$ is the exact interaction of each Gaussian with itself, and subtracting it removes that interaction in the continuum. On a mesh the discrete self-interaction differs from this constant, and the difference is small only if the mesh resolves $\sigma$. In the worked model below, the electrostatic energy of the charge-2.5 ion in a uniform neutralizing background lies about 0.09 Ha below its exact value on quadratic elements and about 0.003 Ha below on cubic ones. Varying $\psi_i$ and dividing by $2f_i$ gives

$$-\tfrac12\nabla^2\psi_i+(v_{xc}+\phi)\psi_i=\varepsilon_i\psi_i .$$

Multipliers for orthogonality between different orbitals vanish at these eigenfunctions.

An inner variation moves points instead of adding a function to a field: $\mathbf x\mapsto\mathbf y=\mathbf x+t\boldsymbol\Upsilon(\mathbf x)$. The field $\boldsymbol\Upsilon$ is continuous, and either periodic or affine with the cell deforming accordingly. Ions move by $\boldsymbol\Upsilon_a=\boldsymbol\Upsilon(\mathbf R_a)$ without changing shape. With $(\nabla\Upsilon)_{ij}=\partial_j\Upsilon_i$ and $A:B=A_{ij}B_{ij}$, the result is

$$\boxed{\frac{dE}{dt}=\int T:\nabla\Upsilon+\sum_a\int\phi\,\nabla b_a\cdot(\boldsymbol\Upsilon-\boldsymbol\Upsilon_a)}\tag{1}$$

$$
\begin{aligned}
T={}&\ell\,I-\sum_i f_i\nabla\psi_i\otimes\nabla\psi_i+\frac1{4\pi}\nabla\phi\otimes\nabla\phi,\\
\ell={}&\sum_i\tfrac{f_i}{2}|\nabla\psi_i|^2+e_{xc}+(\rho+b)\phi-\frac{|\nabla\phi|^2}{8\pi}-\sum_i f_i\varepsilon_i\psi_i^2 .
\end{aligned}
$$

$T$ has Eshelby's form: the Lagrangian density $\ell$ times the identity, minus, for each field, its gradient times the derivative of $\ell$ with respect to that gradient. This derivative is $f_i\nabla\psi_i$ for an orbital and $-\nabla\phi/4\pi$ for the potential, so the potential's product enters with a plus sign. The ionic term is also needed, because a rigid ion does not stretch with the surrounding space.

In a finite-element space, $\psi_i=\sum_A c_{Ai}N_A$ and $\phi=\sum_A\phi_AN_A$. The mesh is carried by the map, so $N_A^t(\mathbf x+t\boldsymbol\Upsilon)=N_A(\mathbf x)$. For isoparametric elements this describes node motion when $\boldsymbol\Upsilon$ belongs to the element space. One nodal value of $\phi$ is held at zero to fix the constant. Inexact quadrature can leave a small net charge; the energy then depends slightly on which node is held, so the same node must be used along a path.

## First derivation: pull back the Lagrangian

Write each trial field as $\psi^t(\mathbf y)=\psi(\mathbf x)$, and likewise for $\phi$. The deformation gradient is $F=I+t\nabla\Upsilon$, with determinant $J$. The chain rule gives $\nabla_y\psi^t=F^{-T}\nabla\psi$, and volumes obey $d\mathbf y=J\,d\mathbf x$. At $t=0$,

$$J'=\nabla\cdot\boldsymbol\Upsilon,\qquad (F^{-1})'=-\nabla\Upsilon .$$

After this change of variables, $L$ depends on the pulled-back fields $u=(\psi_i,\phi,\varepsilon_i)$ and on $t$. Along a differentiable branch of stationary solutions,

$$\frac{dE}{dt}=\frac{\partial L}{\partial t}+\frac{\partial L}{\partial u}\frac{du}{dt}=\frac{\partial L}{\partial t},$$

since $\partial L/\partial u=0$. The response of the orbitals is not zero; it is multiplied by zero. In the discrete problem $u$ stands for the coefficients, whose allowed set does not change with $t$, so the same argument applies on a coarse mesh.

It remains to differentiate at fixed $u$. For a gradient,

$$(F^{-T}\nabla\psi)_j=(F^{-1})_{ij}\partial_i\psi,\qquad
\frac{d}{dt}|F^{-T}\nabla\psi|^2=-2\,\partial_i\psi\,\partial_j\psi\,\partial_j\Upsilon_i .$$

Including $J'$,

$$\frac{d}{dt}\int|\nabla\psi|^2=\int\big[|\nabla\psi|^2I-2\nabla\psi\otimes\nabla\psi\big]:\nabla\Upsilon.\tag{2}$$

The factor $f_i/2$ turns this into the kinetic part of $T$. The factor $-1/8\pi$, applied to the same identity for $\phi$, gives $-|\nabla\phi|^2I/8\pi+\nabla\phi\otimes\nabla\phi/4\pi$.

The integrands $e_{xc}(\rho)$, $\rho\phi$ and $\psi_i^2$ contain no derivatives. Their values are carried unchanged, and each acquires a factor $\nabla\cdot\boldsymbol\Upsilon$ from $J'$. The constant in the normalization constraint contributes nothing.

The ionic density is not carried:

$$b_a^t(\mathbf x+t\boldsymbol\Upsilon)=-Z_a\,g_\sigma\big(\mathbf x-\mathbf R_a+t(\boldsymbol\Upsilon-\boldsymbol\Upsilon_a)\big).$$

Its derivative at fixed $\mathbf x$ is $\nabla b_a\cdot(\boldsymbol\Upsilon-\boldsymbol\Upsilon_a)$. Thus $\int b\phi$ contributes $\int b\phi\,\nabla\cdot\boldsymbol\Upsilon$ plus the ionic term in (1). The self-energy is constant. Adding the pieces gives (1).

The calculation acts on the integrand at each point. It therefore also holds when integrals are replaced by quadrature sums, provided the quadrature points are carried by the map and the same sums define the energy and its stationary equations.

## Second derivation: differentiate the matrices

This route uses no Lagrangian. Define

$$K_{AB}=\int\nabla N_A\cdot\nabla N_B,\quad S_{AB}=\int N_AN_B,\quad q_A=\int(\rho+b)N_A .$$

The discrete Poisson equation is $K\phi=4\pi q$, with the pinned row and column removed. The orbital equation is $Hc_i=\varepsilon_iSc_i$, where $H=\frac12K+V$ and $V_{AB}=\int(v_{xc}+\phi)N_AN_B$. Then $W=\frac12q^T\phi=2\pi q^TK^{-1}q$, and since $(K^{-1})'=-K^{-1}K'K^{-1}$,

$$W'=4\pi q^TK^{-1}q'-2\pi q^TK^{-1}K'K^{-1}q
=\phi^Tq'-\frac1{8\pi}\phi^TK'\phi .\tag{3}$$

The last step uses $K^{-1}q=\phi/4\pi$. No derivative of the potential coefficients remains.

The orbital coefficients do change. Their contributions through the kinetic energy, through $e_{xc}$ and through $\rho$ inside $q$ combine into

$$2\sum_i f_i\,c_i'^T\big(\tfrac12K+V\big)c_i=2\sum_i f_i\varepsilon_i\,c_i'^TSc_i=-\sum_i f_i\varepsilon_i\,c_i^TS'c_i .\tag{4}$$

The final equality follows from differentiating $c_i^TSc_i=1$. This is the overlap part of the Pulay correction, and it is the origin of $-\sum_if_i\varepsilon_i\psi_i^2$ in $T$.

What remains are derivative integrals at fixed coefficients. Differentiating $N_A^t(\mathbf x+t\boldsymbol\Upsilon)=N_A(\mathbf x)$ gives, at a fixed point of space inside an element,

$$\dot N_A=-\boldsymbol\Upsilon\cdot\nabla N_A .$$

Every field with fixed coefficients then satisfies $\dot\psi=-\boldsymbol\Upsilon\cdot\nabla\psi$. Gradients may jump across element faces, so the moving elements are treated one at a time with the transport theorem

$$\frac{d}{dt}\int_{e_t}h=\int_e\big[\dot h+\nabla\cdot(h\boldsymbol\Upsilon)\big].$$

For $h=|\nabla\psi|^2$,

$$
\begin{aligned}
\dot h&=2\partial_j\psi\,\partial_j(-\Upsilon_k\partial_k\psi)
=-2\partial_j\psi\,\partial_k\psi\,\partial_j\Upsilon_k-\boldsymbol\Upsilon\cdot\nabla h,\\
\nabla\cdot(h\boldsymbol\Upsilon)&=h\,\nabla\cdot\boldsymbol\Upsilon+\boldsymbol\Upsilon\cdot\nabla h .
\end{aligned}
$$

The terms containing second derivatives of $\psi$ cancel, and summing over elements reproduces (2). This supplies $K'$ for both orbitals and potential.

For $h=\psi_i^2$, $e_{xc}(\rho)$ or $\rho\phi$, one has $\dot h=-\boldsymbol\Upsilon\cdot\nabla h$, leaving $h\,\nabla\cdot\boldsymbol\Upsilon$. For $h=b_a\phi$, rigid motion gives $\dot b_a=-\boldsymbol\Upsilon_a\cdot\nabla b_a$, hence

$$
\begin{aligned}
\dot h+\nabla\cdot(h\boldsymbol\Upsilon)
={}&-\phi\,\boldsymbol\Upsilon_a\cdot\nabla b_a-b_a\boldsymbol\Upsilon\cdot\nabla\phi
+b_a\phi\,\nabla\cdot\boldsymbol\Upsilon+\boldsymbol\Upsilon\cdot\nabla(b_a\phi)\\
={}&b_a\phi\,\nabla\cdot\boldsymbol\Upsilon+\phi\,\nabla b_a\cdot(\boldsymbol\Upsilon-\boldsymbol\Upsilon_a).
\end{aligned}
$$

Inserting these integrals with the prefactors from (3) and (4) gives (1) again.

## Nodes, atoms and strain

**Nodes.** Hold the ions fixed and move node $A$, at $\mathbf X_A$. Both derivations allow the ion displacements to be chosen independently of $\boldsymbol\Upsilon$. Setting $\boldsymbol\Upsilon_a=0$ and $\boldsymbol\Upsilon=N_A\mathbf e$ gives

$$\frac{\partial E}{\partial\mathbf X_A}=\int T\nabla N_A+\int\phi\,\nabla b\,N_A .$$

The mesh force is minus this derivative.

**Atoms.** Moving ion $a$ through a fixed mesh gives the Hellmann-Feynman force

$$\mathbf F_a=-\frac{\partial E}{\partial\mathbf R_a}=\int\phi\,\nabla b_a .$$

If nearby nodes follow the ion, their mesh forces are added with the weights of the chosen nodal displacement. The two forces are derivatives along different paths of one discrete energy.

**Strain.** For $\boldsymbol\Upsilon=\eta\mathbf x$, the displacement relative to an ion is $\eta(\mathbf x-\mathbf R_a)$, so

$$\sigma_{ij}=\frac1{|\Omega|}\Big[\int T_{ij}+\sum_a\int\phi\,\partial_i b_a\,(x-R_a)_j\Big].\tag{5}$$

Each image uses its own centre. The pressure is $P=-\operatorname{tr}\sigma/3$.

For smooth continuum solutions these readings are linked by the divergence of $T$. Using $\partial_i\rho=2\sum_nf_n\psi_n\partial_i\psi_n$,

$$
\begin{aligned}
\partial_jT_{ij}={}&\sum_n f_n\partial_i\psi_n\big[-\nabla^2\psi_n+2(v_{xc}+\phi-\varepsilon_n)\psi_n\big]\\
&+\partial_i\phi\Big[\rho+b+\frac{\nabla^2\phi}{4\pi}\Big]+\phi\,\partial_i b
=\phi\,\partial_i b .
\end{aligned}
$$

The products of first and second derivatives from $\ell$ cancel those from the tensor products; the brackets vanish by the field equations. For periodic $\boldsymbol\Upsilon$, integration by parts then gives $\int T:\nabla\Upsilon=-\int\phi\,\boldsymbol\Upsilon\cdot\nabla b$. The mesh derivative vanishes, and (1) reduces to $-\sum_a\boldsymbol\Upsilon_a\cdot\mathbf F_a$. On a finite mesh the field equations hold only against the basis functions, so this cancellation is generally incomplete.

## Point nuclei and uniform scaling

For the continuum solution with sharp nuclei, the rigid-ion term can be replaced by self-field tensors. Let $V_a$ solve $-\nabla^2V_a=4\pi b_a$ in free space, and define

$$T'_a=\frac{|\nabla V_a|^2}{8\pi}I-\frac1{4\pi}\nabla V_a\otimes\nabla V_a .$$

Apply the first derivation to $\int b_aV-\int|\nabla V|^2/8\pi$, whose stationary value is the self-energy of one Gaussian. Rigid motion leaves that value unchanged, so

$$0=-\int T'_a:\nabla\Upsilon+\int V_a\nabla\cdot\big[b_a(\boldsymbol\Upsilon-\boldsymbol\Upsilon_a)\big].$$

These integrals cover all space. They converge for bounded $\nabla\Upsilon$, because $|\nabla V_a|^2$ falls as $r^{-4}$.

In (1), the $b_a\phi$ part of $T$ and the ionic term combine into $\int\phi\,\nabla\cdot[b_a(\boldsymbol\Upsilon-\boldsymbol\Upsilon_a)]$. Splitting $\phi=V_a+w_a$ and using the identity gives

$$\frac{dE}{dt}=\int\hat T:\nabla\Upsilon+\sum_a\int T'_a:\nabla\Upsilon-\sum_a\int b_a(\boldsymbol\Upsilon-\boldsymbol\Upsilon_a)\cdot\nabla w_a,$$

where $\hat T$ is $T$ without $b\phi$. For smooth $w_a$ and $\boldsymbol\Upsilon$, expand about the ion. Odd terms average to zero and $\langle r_kr_l\rangle=\sigma^2\delta_{kl}$, so each remainder is

$$Z_a\sigma^2\Big[\partial_k\Upsilon_i\,\partial_k\partial_iw_a+\tfrac12\nabla^2\Upsilon_i\,\partial_iw_a\Big]+O(\sigma^4).$$

The $O(\sigma^4)$ estimate needs $w_a$ smooth uniformly in $\sigma$. For electrons bound to a sharp nucleus the density develops a cusp, $w_a$ acquires an $r^3$ term, and the correction to the $\sigma^2$ law is $O(\sigma^3)$ instead. In either case the remainder vanishes as $\sigma\to0$. In that limit the integrals of $\hat T$ and $T'_a$ can diverge separately as $1/\sigma$, so their integrands must be added near each nucleus before integrating. If $\boldsymbol\Upsilon$ has a kink at the nucleus, the linear term need not average to zero and the remainder can be $O(\sigma)$.

This limit does not carry over to a fixed finite-element mesh. There $\phi$ stays bounded as $\sigma\to0$ while $V_a$ does not, so $w_a$ is not smooth and the remainder can grow as $1/\sigma$. On a mesh, (1) should be used with its ionic term, and with a width that the elements resolve.

A quadrature test of the self-field identity gives 0.58436916 Ha on both sides. In a separate test with the potential of a unit point charge about 2.24 bohr from the ion, halving the width from 0.10 to 0.05 bohr reduces the remainder from $2.548\times10^{-3}$ to $6.439\times10^{-4}$, a factor of 3.96. The leading law predicts 4.

Uniform scaling provides a second limit. For exchange alone, $e_x\propto\rho^{4/3}$. With kinetic energy $E_k$ and $\int|\nabla\phi|^2=8\pi W$, the trace of $T$ integrates to

$$E_k+3E_x+5W-3\sum_i f_i\varepsilon_i .$$

The orbital equation gives $\sum_i f_i\varepsilon_i=E_k+\frac43E_x+\int\rho\phi$. For a Gaussian, $\mathbf r\cdot\nabla b_a=-3b_a-\sigma\partial_\sigma b_a$. Substitution in the trace of (5) yields

$$-3P|\Omega|=-2E_k-E_x-W-\sigma\int\phi\,\partial_\sigma b .$$

Let $E_{es}=W-E_{\rm self}$. Since $-\sigma\,dE_{\rm self}/d\sigma=E_{\rm self}$, this becomes

$$3P|\Omega|=2E_k+E_x+E_{es}+\sigma\frac{\partial E}{\partial\sigma}.\tag{6}$$

The last term appears because the ion width stays fixed while the cell scales.

## A worked model

The model has charges 2.5 and 1.5 with width 0.7 bohr in a cubic cell of edge 6 bohr, four electrons in two doubly occupied orbitals, and Dirac exchange without correlation. The mesh has $3\times3\times3$ elements. These are model parameters, not a named material.

On quadratic elements, formula (1) was tested against central differences of fully self-consistent energies. The four paths were random node motion, one ion moving alone, the same ion carrying nearby mesh, and a general strain. All agree within the asserted tolerance of $2\times10^{-6}$ in the respective units. For ion 1 moving along $x$, the derivative is 0.13643 Ha/bohr with the mesh fixed and 0.13296 Ha/bohr with it carried. The difference is the nodal contribution:

$$F_x^{\rm carried}=-0.13643+0.00348=-0.13295\ \text{Ha/bohr},$$

which matches the printed $-0.13296$ within rounding.

With cubic elements the fixed-mesh and carried-mesh forces are $-0.1299$ and $-0.1302$ Ha/bohr. Neither is converged to these digits: the basis-converged force on ion 1 is $-0.1289$ Ha/bohr along $x$ and $-0.0734$ Ha/bohr along $y$, so the remaining error of about 0.001 Ha/bohr exceeds the gap between the two readings. Over the same 27 trilinear displacement fields, the root-mean-square mesh force falls from 0.00224 to 0.00013 Ha/bohr, a factor of about 17.

A small mesh force is not an error bound for an atomic force. The $y$ force on ion 1 at fixed mesh changes from $-0.0871$ to $-0.0726$ Ha/bohr between the two element orders, while the quadratic mesh force on its trilinear field is only 0.0019 Ha/bohr in that direction. Mesh forces measure sensitivity to node positions, not the whole basis error.

The ionic forces at fixed mesh also fail to sum to zero. Their $x$ sum is 0.0105 Ha/bohr for quadratic elements and $-0.0014$ Ha/bohr for cubic ones. Translating ions and mesh together gives $\nabla\Upsilon=0$ and $\boldsymbol\Upsilon=\boldsymbol\Upsilon_a$, hence zero derivative in (1). The missing force is therefore carried by the nodes.

For cubic elements the diagonal stresses give

$$P=-\frac{-0.0062426+2(0.0006196)}3=0.001668\ \text{Ha/bohr}^3,$$

or about 49 GPa. Quadratic elements give about 53 GPa and the basis-converged value is 48.8 GPa, about 0.3 GPa below the cubic result. In (6), the left side is $3(0.0016678)(216)=1.081$ Ha, while

$$2(1.611886)-0.988487-3.040244=-0.805\ \text{Ha}.$$

The difference implies $\sigma\,\partial E/\partial\sigma\approx1.886$ Ha on this mesh. With a converged basis the three numbers become 1.075, $-0.800$ and 1.875 Ha. The finite ion width is thus essential to this model's pressure; the point-nucleus virial expression would give the wrong sign.

## What each derivation assumes

Both derivations need a differentiable branch of self-consistent solutions, fixed occupations, and basis functions carried by the map. A level crossing at the edge of the occupied set can break the first condition, and remeshing breaks the last. Incomplete self-consistency leaves an error that is generally linear in the residual.

The first derivation needs stationarity of the full Lagrangian, including $\phi$. In return it needs only first derivatives of the fields, covers the continuum and discrete problems together, and includes carried quadrature directly.

The second needs the matrix eigenvalue equation, normalization and an invertible pinned Poisson matrix. As written, it also assumes exact integrals and fields smooth inside each element. It shows where the basis motion enters: $K'$, $S'$ and the derivatives of the density integrals. No separate Pulay force may be added to (1), because these terms are already inside it.

Neither derivation makes the discrete energy an upper bound. The energy is minimized over orbitals but maximized over $\phi$, and a restricted potential space lowers the electrostatic maximum at given $\rho$. In the worked model the cubic energy, $-2.4168$ Ha, lies below the basis-converged $-2.4165$ Ha. Moving nodes downhill in energy therefore does not by itself prove that the solution has improved. Convergence should be checked separately, by raising the element order, as in the numerical output, or by refining the mesh.

## Values computed for the example and the checks

```
cell edge 6.0 bohr, ion width 0.7 bohr, 3x3x3 elements
ion 1: charge 2.5 e, position [2. 2. 2.] bohr
ion 2: charge 1.5 e, position [4.5 2.5 1.5] bohr
ion distance 2.5981 bohr
subtracted self-energy 3.425437 Ha
dE/dt: formula | difference of self-consistent energies
  random nodes, ions fixed: -0.0045645 | -0.0045645 Ha
  ion 1 along x, mesh fixed: 0.1364348 | 0.1364348 Ha/bohr
  ion 1 along x, mesh carried: 0.1329576 | 0.1329576 Ha/bohr
  general strain: -1.0039845 | -1.0039845 Ha
strain used: [[0.7, 0.3, -0.2], [0.3, -0.4, 0.5], [-0.2, 0.5, 0.6]]
self-field identity: 0.58436916 | 0.58436916 Ha
point remainder, width 0.10 bohr: 2.548185e-03, law 2.584633e-03
point remainder, width 0.05 bohr: 6.438815e-04, law 6.461584e-04
element order 2: 216 basis functions
  energy -2.384972 Ha, gap 0.0537 Ha
  kinetic 1.579426, exchange -0.959708, electrostatic -3.004689 Ha
  quadrature charge error 3.49e-05 e
  force on ion 1, mesh fixed   [-0.13643 -0.08713  0.08713] Ha/bohr
  mesh force on its vertex hat [ 0.00348  0.00185 -0.00185] Ha/bohr
  force on ion 1, mesh carried [-0.13296 -0.08527  0.08528] Ha/bohr
  force on ion 2, mesh fixed   [ 0.14688  0.07076 -0.07076] Ha/bohr
  sum of ion forces, mesh fixed [ 0.01045 -0.01637  0.01637] Ha/bohr
  rms mesh force, 27 vertex hats 0.002244 Ha/bohr
  stress xx,yy,zz [-0.0066079  0.0006147  0.0006147] Ha/bohr^3
  stress yz,xz,xy [ 9.010e-05  2.356e-04 -2.356e-04] Ha/bohr^3
  pressure 0.0017929 Ha/bohr^3 = 52.75 GPa
element order 3: 729 basis functions
  energy -2.416845 Ha, gap 0.0696 Ha
  kinetic 1.611886, exchange -0.988487, electrostatic -3.040244 Ha
  quadrature charge error 3.49e-05 e
  force on ion 1, mesh fixed   [-0.12992 -0.07263  0.07263] Ha/bohr
  mesh force on its vertex hat [-0.00028  0.00019 -0.00019] Ha/bohr
  force on ion 1, mesh carried [-0.1302  -0.07244  0.07244] Ha/bohr
  force on ion 2, mesh fixed   [ 0.12851  0.07348 -0.07348] Ha/bohr
  sum of ion forces, mesh fixed [-0.00141  0.00086 -0.00085] Ha/bohr
  rms mesh force, 27 vertex hats 0.000131 Ha/bohr
  stress xx,yy,zz [-0.0062426  0.0006196  0.0006196] Ha/bohr^3
  stress yz,xz,xy [ 0.0001062  0.0002372 -0.0002372] Ha/bohr^3
  pressure 0.0016678 Ha/bohr^3 = 49.07 GPa
rms mesh force ratio, order 2 to order 3: 17.20
```
